# The order of 3P1 and 3P0 in p⁴ atoms: a program that tests the result

```python
"""Result under test: in a p^4 shell the level 3P0 drops below 3P1 when
zeta/F2 > 10/3, because 1S0 repels 3P0 while 3P1 has no partner.
zeta : spin-orbit parameter, one-electron operator zeta * l.s
F2   : F^2/25, with F^2 the Slater integral of the p shell
Matrix energies are counted from the 3P term without spin-orbit coupling.
The closed formulas are compared with the full space of 15 determinants.
zeta and F2 of O, S, Se, Te come from a radial Dirac-Kohn-Sham calculation
(exchange-only local density, point nucleus), in Hartree atomic units.
"""
import numpy as np
from scipy.constants import physical_constants, fine_structure, h, c as c_si
from scipy.integrate import dblquad
from scipy.linalg import eigh, block_diag
from scipy.optimize import brentq

TO_CM = physical_constants["hartree-inverse meter relationship"][0] / 100
C = 1 / fine_structure          # speed of light in atomic units


# ---------- closed formulas for the p^4 levels ----------
def formula_levels(zeta, F2):
    """Energies in the order 3P2, 3P1, 3P0, 1D2, 1S0."""
    mean2 = (6 * F2 - zeta / 2) / 2
    root2 = np.sqrt(((6 * F2 + zeta / 2) / 2) ** 2 + zeta**2 / 2)
    mean0 = (15 * F2 + zeta) / 2
    root0 = np.sqrt(((15 * F2 - zeta) / 2) ** 2 + 2 * zeta**2)
    return np.array([mean2 - root2, zeta / 2, mean0 - root0,
                     mean2 + root2, mean0 + root0])


# ---------- four electrons in six p spin-orbitals ----------
def annihilator(q):
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    result = np.eye(1)
    for site in range(6):
        factor = np.diag([1.0, -1.0]) if site < q else np.eye(2)
        result = np.kron(result, lower if site == q else factor)
    return result


ann = [annihilator(q) for q in range(6)]
number = sum(a.T @ a for a in ann)
four = np.where(np.abs(np.diag(number) - 4) < 1e-9)[0]


def one_body(matrix):
    total = np.zeros((64, 64), complex)
    for p in range(6):
        for q in range(6):
            total += matrix[p, q] * (ann[p].T @ ann[q])
    return total


# angular part of the quadrupole repulsion between real p orbitals
cos_t, w_t = np.polynomial.legendre.leggauss(6)
phi = 2 * np.pi * np.arange(10) / 10
ct, ph = [m.ravel() for m in np.meshgrid(cos_t, phi, indexing="ij")]
w_ang = np.repeat(w_t, 10) * 2 * np.pi / 10
st = np.sqrt(1 - ct**2)
unit = np.array([st * np.cos(ph), st * np.sin(ph), ct])
orb = np.sqrt(3 / (4 * np.pi)) * unit
pairs = np.einsum("ig,jg,g->ijg", orb, orb, w_ang)
legendre2 = (3 * (unit.T @ unit) ** 2 - 1) / 2
quad = np.einsum("ijg,gh,klh->ijkl", pairs, legendre2, pairs, optimize=True)

E = [[sum(ann[2 * i + s].T @ ann[2 * j + s] for s in (0, 1))
      for j in range(3)] for i in range(3)]
coul = np.zeros((64, 64))
for i in range(3):
    for j in range(3):
        for k in range(3):
            for l in range(3):
                term = E[i][j] @ E[k][l] - (E[i][l] if j == k else 0)
                coul += 0.5 * 25 * quad[i, j, k, l] * term
coul = coul[np.ix_(four, four)]
coul -= np.linalg.eigvalsh(coul)[0] * np.eye(15)

eps = np.zeros((3, 3, 3))
for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    eps[i, j, k], eps[i, k, j] = 1, -1
spin = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]]) / 2
orbital = -1j * eps
so = one_body(sum(np.kron(orbital[k], spin[k]) for k in range(3)))
so = so[np.ix_(four, four)]
J_squared = np.zeros((15, 15), complex)
for k in range(3):
    jk = one_body(np.kron(orbital[k], np.eye(2)) + np.kron(np.eye(3), spin[k]))
    jk = jk[np.ix_(four, four)]
    J_squared += jk @ jk
j_val, j_vec = np.linalg.eigh(J_squared)
space = {J: j_vec[:, np.abs(j_val - J * (J + 1)) < 1e-8] for J in (0, 1, 2)}
assert [space[J].shape[1] for J in (0, 1, 2)] == [2, 3, 10]


def full_levels(zeta, F2, spin_orbit=so):
    ham = F2 * coul + zeta * spin_orbit
    e = {J: np.linalg.eigvalsh(v.conj().T @ ham @ v)[::2 * J + 1]
         for J, v in space.items()}
    return np.array([e[2][0], e[1][0], e[0][0], e[2][1], e[0][1]])


term_val, term_vec = np.linalg.eigh(coul)
assert np.allclose(term_val, [0] * 9 + [6] * 5 + [15], atol=1e-9)
P_3P = term_vec[:, :9] @ term_vec[:, :9].T
P_1D = term_vec[:, 9:14] @ term_vec[:, 9:14].T
P_1S = term_vec[:, 14:] @ term_vec[:, 14:].T
for z_test, f_test in ((0.1, 1.0), (2.0, 1.0), (5.0, 1.3), (1.0, 0.0)):
    assert np.allclose(full_levels(z_test, f_test),
                       formula_levels(z_test, f_test), atol=1e-9)


def order_gap(x):
    e = full_levels(x, 1.0)
    return e[2] - e[1]


crossing = brentq(order_gap, 1.0, 8.0, xtol=1e-12)
assert abs(crossing - 10 / 3) < 1e-8
assert all(order_gap(x) > 0 for x in np.linspace(0.1, 3.3, 30))
assert all(order_gap(x) < 0 for x in np.linspace(3.4, 40, 60))


def weight_1S(zeta, F2):
    v = space[0]
    ham = v.conj().T @ (F2 * coul + zeta * so) @ v
    state = v @ np.linalg.eigh(ham)[1][:, 0]
    return np.real(state.conj() @ P_1S @ state)


assert abs(weight_1S(10 / 3, 1.0) - 1 / 9) < 1e-8


# ---------- tellurium parameters from its two lowest intervals ----------
def parameters_from_intervals(e1, e0):
    """e1, e0: positions of 3P1 and 3P0 above 3P2."""
    d = e1 - e0

    def F2_of(z):
        return (2 * z**2 / (z / 2 + d) + z / 2 - d) / 15

    def secular2(z):
        return (e1 - z) * (6 * F2_of(z) - z / 2 + e1) - z**2 / 2

    z = brentq(secular2, 0.6 * e1, 0.999 * e1)
    return z, F2_of(z)


GIVEN_3P1, GIVEN_3P0 = 4750.0, 4710.0    # rounded data of the exercise, cm^-1
z_te, f_te = parameters_from_intervals(GIVEN_3P1, GIVEN_3P0)
te_abs = full_levels(z_te, f_te)
te = te_abs - te_abs[0]
assert np.allclose(te[1:3], [GIVEN_3P1, GIVEN_3P0], atol=1e-5)
spread = []
for d1 in (-5, 0, 5):
    for d0 in (-5, 0, 5):
        z, f = parameters_from_intervals(GIVEN_3P1 + d1, GIVEN_3P0 + d0)
        e = formula_levels(z, f)
        spread.append([z / f, e[3] - e[0], e[4] - e[0]])
low, high = np.min(spread, axis=0), np.max(spread, axis=0)

# cause of the reversal: switch off one coupling between terms at a time
no_1S = full_levels(z_te, f_te, so - P_3P @ so @ P_1S - P_1S @ so @ P_3P)
no_1D = full_levels(z_te, f_te, so - P_3P @ so @ P_1D - P_1D @ so @ P_3P)
assert no_1S[2] > no_1S[1] and no_1D[2] < no_1D[1]

# ---------- radial Dirac equation in a Gaussian basis ----------
log_r = np.linspace(np.log(1e-6), np.log(50.0), 1500)
r = np.exp(log_r)
dx = log_r[1] - log_r[0]
w = r * dx


def make_basis(Z):
    exponents = 0.02 * 2.0 ** np.arange(40)
    exponents = exponents[exponents < 2000 * Z**2][:, None]
    basis = {}
    for kappa in (-1, 1, -2, 2, -3):
        l = kappa if kappa > 0 else -kappa - 1
        large = r ** (l + 1) * np.exp(-exponents * r**2)
        large /= np.sqrt((large**2 @ w))[:, None]
        # small component by kinetic balance: (d/dr + kappa/r) / (2c)
        small = ((l + 1 + kappa) / r - 2 * exponents * r) * large / (2 * C)
        basis[kappa] = (large, small)
    return basis


def solve_dirac(basis, potential, kappa, count):
    """Lowest bound energies and radial functions (large, small)."""
    large, small = basis[kappa]
    n = len(large)
    S = (large * w) @ large.T
    T = (small * w) @ small.T
    V_large = (large * (w * potential)) @ large.T
    V_small = (small * (w * potential)) @ small.T
    kin = 2 * C**2 * T
    ham = np.block([[V_large, kin], [kin, V_small - kin]])
    energy, vec = eigh(ham, block_diag(S, T))
    pick = slice(n, n + count)          # skip the negative-energy states
    return energy[pick], vec[:n, pick].T @ large, vec[n:, pick].T @ small


def cumulative(f):
    return np.concatenate([[0], np.cumsum((f[1:] + f[:-1]) / 2 * dx)])


def multipole_potential(density, k):
    inner = cumulative(density * r ** (k + 1))
    outer = cumulative(density * r ** (-k))
    return inner / r ** (k + 1) + (outer[-1] - outer) * r**k


def slater_integral(density, k):
    return np.sum(w * density * multipole_potential(density, k))


# Slater integral against direct double quadrature, hydrogen 2p density
def rho_2p(s):
    return s**4 * np.exp(-s) / 24


direct = 2 * dblquad(lambda s, t: rho_2p(s) * rho_2p(t) * s**2 / t**3,
                     1e-6, 50, 0, lambda t: t)[0]
assert abs(slater_integral(rho_2p(r), 2) / direct - 1) < 1e-4

# Dirac solver against the known levels of a hydrogen-like ion, Z = 52


def sommerfeld(Z, n, kappa):
    gamma = np.sqrt(kappa**2 - (Z / C) ** 2)
    return C**2 * (1 / np.sqrt(1 + (Z / C / (n - abs(kappa) + gamma)) ** 2) - 1)


ion = make_basis(52)
split_num = (solve_dirac(ion, -52 / r, -2, 1)[0][0]
             - solve_dirac(ion, -52 / r, 1, 1)[0][0])
split_ref = sommerfeld(52, 2, -2) - sommerfeld(52, 2, 1)
# the finite largest exponent limits the region close to the point nucleus
assert abs(split_num / split_ref - 1) < 3e-3


def solve_atom(Z, shells_s, shells_p, shells_d):
    basis = make_basis(Z)
    shells = {-1: shells_s, 1: shells_p, -2: shells_p, 2: shells_d, -3: shells_d}
    scaled_r = r * Z ** (1 / 3) / 0.885
    V = -(1 + (Z - 1) / (1 + 0.536 * scaled_r) ** 2) / r
    for _ in range(300):
        density = np.zeros_like(r)
        valence = {}
        for kappa, count in shells.items():
            if count == 0:
                continue
            energy, P, Q = solve_dirac(basis, V, kappa, count)
            occupation = np.full(count, 2.0 * abs(kappa))
            if kappa in (1, -2):
                occupation[-1] *= 4 / 6          # average over p^4
                valence[kappa] = (energy[-1], P[-1] ** 2 + Q[-1] ** 2,
                                  P[-1] ** 2)
            density += occupation @ (P**2 + Q**2)
        exchange = -(3 * density / (4 * np.pi * r**2) / np.pi) ** (1 / 3)
        V_new = -Z / r + multipole_potential(density, 0) + exchange
        change = np.max(np.abs(r * (V_new - V)))
        if change < 1e-7:
            break
        V = V + 0.4 * (V_new - V)
    assert change < 1e-7
    assert abs(np.sum(w * density) - Z) < 1e-5
    zeta = 2 / 3 * (valence[-2][0] - valence[1][0])
    p_density = (valence[1][1] + 2 * valence[-2][1]) / 3
    F2 = slater_integral(p_density, 2) / 25
    # The average of (1/r) dV/dr needs a density that vanishes like r^4 at the
    # nucleus: the large component of p3/2. The small component of p1/2 is
    # s-like there and would make the average diverge logarithmically.
    regular = valence[-2][2] / np.sum(w * valence[-2][2])
    slope = np.gradient(V, log_r) / r
    zeta_average = np.sum(w * regular * slope / r) / (2 * C**2)
    return zeta * TO_CM, F2 * TO_CM, zeta_average * TO_CM


atoms = {"O": (8, 2, 1, 0), "S": (16, 3, 2, 0),
         "Se": (34, 4, 3, 1), "Te": (52, 5, 4, 2)}
par = {name: solve_atom(*data) for name, data in atoms.items()}
# light atom: the splitting must equal the average of (1/r) dV/dr
# up to relativistic corrections of higher order
assert abs(par["O"][0] / par["O"][2] - 1) < 0.02, par["O"]
ratios = [par[name][0] / par[name][1] for name in atoms]
assert np.all(np.diff(ratios) > 0)
scale = f_te / par["Te"][1]
assert all(x / scale < 10 / 3 for x in ratios[:3])

# ---------- output ----------
print(f"crossing ratio zeta/F2 from 15 states: {crossing:.6f}")
print(f"1S weight in lower J=0 state at crossing: {weight_1S(10/3, 1):.5f}")
print("jj limit, F2=0, zeta=1: 3P2 3P1 3P0 1D2 1S0 =",
      " ".join(f"{e:.2f}" for e in full_levels(1.0, 0.0)))
print("Te from the two given intervals (cm^-1):")
print(f"  given 3P1 {GIVEN_3P1:.0f}, given 3P0 {GIVEN_3P0:.0f}")
print(f"  zeta = {z_te:.1f}, F2 = {f_te:.1f}")
print(f"  zeta/F2 = {z_te/f_te:.4f} (no unit)")
print(f"  6 F2 = {6*f_te:.1f}, 15 F2 = {15*f_te:.1f}")
print(f"  J=2 off-diagonal = {z_te/np.sqrt(2):.1f}")
print(f"  J=0 off-diagonal = {z_te*np.sqrt(2):.1f}")
print("  roots from 3P term: 3P2 {:.1f} 3P1 {:.1f} 3P0 {:.1f}".format(*te_abs))
print(f"  roots from 3P term: 1D2 {te_abs[3]:.1f} 1S0 {te_abs[4]:.1f}")
print(f"  predicted above 3P2: 1D2 {te[3]:.0f}, 1S0 {te[4]:.0f}")
print(f"  3P0 pushed down by 1S0: {z_te-te_abs[2]:.1f}")
print(f"  first-order gap 3P0-3P1 = zeta/2: {z_te/2:.1f}")
print(f"  3P0-3P1 without 3P-1S coupling: {no_1S[2]-no_1S[1]:.1f}")
print(f"  3P0-3P1 without 3P-1D coupling: {no_1D[2]-no_1D[1]:.1f}")
print(f"  1S weight in 3P0: {weight_1S(z_te, f_te):.4f} (no unit)")
print(f"  gap 3P1-3P0: {te[1]-te[2]:.1f} cm^-1 = "
      f"{(te[1]-te[2])*100*h*c_si:.3e} J")
print("Te, data changed by up to 5 cm^-1 each:")
print(f"  zeta/F2 from {low[0]:.3f} to {high[0]:.3f} (no unit)")
print(f"  1D2 from {low[1]:.0f} to {high[1]:.0f} cm^-1")
print(f"  1S0 from {low[2]:.0f} to {high[2]:.0f} cm^-1")
print("Computed parameters: zeta, F2 (cm^-1), zeta/F2, F2 factor to cross")
for name, (z, f, _) in par.items():
    print(f"  {name:2s} {z:8.1f} {f:8.1f} {z/f:8.4f} {0.3*z/f:8.4f}")
print(f"O: zeta from average of (1/r)dV/dr: {par['O'][2]:.1f} cm^-1")
print(f"F2 factor taken from Te: {scale:.4f} (no unit)")
for title, factor in (("bare F2", 1.0), ("reduced F2", scale)):
    print(f"Levels above 3P2, {title} (cm^-1): 3P1, 3P0, 1D2, 1S0")
    for name, (z, f, _) in par.items():
        e = full_levels(z, factor * f)
        print(f"  {name:2s}" + "".join(f"{v:10.1f}" for v in e[1:] - e[0]))
print("Reduced F2: zeta/F2 =", ", ".join(
    f"{name} {z/(scale*f):.4f}" for name, (z, f, _) in par.items()))
print("OK")
```

Output:

```
crossing ratio zeta/F2 from 15 states: 3.333333
1S weight in lower J=0 state at crossing: 0.11111
jj limit, F2=0, zeta=1: 3P2 3P1 3P0 1D2 1S0 = -1.00 0.50 -1.00 0.50 2.00
Te from the two given intervals (cm^-1):
  given 3P1 4750, given 3P0 4710
  zeta = 3949.5, F2 = 1161.3
  zeta/F2 = 3.4010 (no unit)
  6 F2 = 6967.6, 15 F2 = 17419.1
  J=2 off-diagonal = 2792.7
  J=0 off-diagonal = 5585.4
  roots from 3P term: 3P2 -2775.3 3P1 1974.7 3P0 1934.7
  roots from 3P term: 1D2 7768.1 1S0 19433.8
  predicted above 3P2: 1D2 10543, 1S0 22209
  3P0 pushed down by 1S0: 2014.7
  first-order gap 3P0-3P1 = zeta/2: 1974.7
  3P0-3P1 without 3P-1S coupling: 1974.7
  3P0-3P1 without 3P-1D coupling: -40.0
  1S weight in 3P0: 0.1151 (no unit)
  gap 3P1-3P0: 40.0 cm^-1 = 7.946e-22 J
Te, data changed by up to 5 cm^-1 each:
  zeta/F2 from 3.384 to 3.418 (no unit)
  1D2 from 10519 to 10568 cm^-1
  1S0 from 22146 to 22272 cm^-1
Computed parameters: zeta, F2 (cm^-1), zeta/F2, F2 factor to cross
  O     195.3   2817.6   0.0693   0.0208
  S     453.1   1860.9   0.2435   0.0731
  Se   2029.8   1732.1   1.1719   0.3516
  Te   4287.7   1532.5   2.7979   0.8394
O: zeta from average of (1/r)dV/dr: 194.9 cm^-1
F2 factor taken from Te: 0.7578 (no unit)
Levels above 3P2, bare F2 (cm^-1): 3P1, 3P0, 1D2, 1S0
  O      196.4     292.2   17005.2   42363.9
  S      462.1     673.8   11409.8   28163.6
  Se    2207.6    2883.3   11763.0   27513.0
  Te    5047.5    5397.2   12858.4   27685.2
Levels above 3P2, reduced F2 (cm^-1): 3P1, 3P0, 1D2, 1S0
  O      196.8     292.0   12910.8   32127.1
  S      464.9     671.7    8710.8   21409.7
  Se    2255.8    2815.8    9341.9   21383.3
  Te    5204.4    4976.5   10944.8   22851.3
Reduced F2: zeta/F2 = O 0.0915, S 0.3213, Se 1.5465, Te 3.6923
OK
```
